# The order of 3d and 4s in scandium

Q: I have a simple picture of scandium. The 4s level lies below 3d, so 4s fills first, and the last electron has to go into 3d. That gives 3d¹4s². What could be wrong with it?

A: The configuration is right, but in Hartree-Fock theory the level order is the reverse of yours. I solved the Hartree-Fock equations for the neutral atom in 3d¹4s² and found

$$\varepsilon_{3d}=-0.3438,\qquad \varepsilon_{4s}=-0.2101\ \text{hartree}.$$

The 3d level is lower by 0.1336 hartree. All my energies are in hartree unless I say otherwise. The calculation is non-relativistic, has a point nucleus and a finite basis, and leaves out electron correlation, so these are properties of a mean-field model and not measurements. At the basis-set limit the four-decimal values quoted here shift by about 0.0001 hartree; $\varepsilon_{3d}$ becomes $-0.3437$. The order of the levels also depends on the model: Kohn-Sham eigenvalues in the local density approximation for the same spherical configuration are $-0.131$ for 3d and $-0.156$ for 4s, with 4s the lower. Everything I say about levels refers to Hartree-Fock orbital energies.

Q: Then I am more puzzled than before. If 3d is lower, the two 4s electrons should drop into it. Why is the atom not 3d³?

A: Because you are treating the levels as fixed shelves. An orbital energy contains the repulsion from the other electrons, so it depends on which orbitals are occupied. To decide between configurations we must compare total energies.

Q: Can we do that without the whole Hartree-Fock machinery?

A: Yes, if we first keep the orbitals frozen as they are in 3d¹4s². Put $p$ electrons in 3d and $q$ in 4s, outside the 18-electron core. Let $h_d$ be the energy of one 3d electron in the field of the nucleus and the core: its kinetic energy, its attraction to the nucleus and its interaction with the core electrons. Define $h_s$ likewise for 4s. What remains is the repulsion between pairs of outer electrons.

A configuration has several ways of assigning spins and $m$ values. I average the energy over all of them with equal weight. Each possible pair of spin-orbitals from given shells then occurs equally often, so one average repulsion per kind of pair suffices: $J_{dd}$, $J_{sd}$ and $J_{ss}$. There are $p(p-1)/2$ pairs within 3d, $q(q-1)/2$ within 4s and $pq$ between them. Hence

$$E(p,q)=E_{\rm core}+p\,h_d+q\,h_s+\tfrac{p(p-1)}{2}J_{dd}+\tfrac{q(q-1)}{2}J_{ss}+pq\,J_{sd}.$$

Q: Where is the orbital energy in this expression?

A: It is the one-electron energy of an electron plus its repulsion with all the others. A 3d electron has $p-1$ partners in its own shell and $q$ in 4s; a 4s electron has $q-1$ and $p$:

$$\varepsilon_d=h_d+(p-1)J_{dd}+qJ_{sd},\qquad \varepsilon_s=h_s+(q-1)J_{ss}+pJ_{sd}.$$

Removing one 3d electron removes just these terms from $E$. You can check the pair term:

$$\tfrac{p(p-1)}{2}-\tfrac{(p-1)(p-2)}{2}=\tfrac{(p-1)[p-(p-2)]}{2}=p-1.$$

So $E(p,q)-E(p-1,q)=\varepsilon_d$, and the cost of removing the electron is $-\varepsilon_d$. The same holds for 4s. With frozen orbitals, an occupied level tells you about removal. It does not tell you what a further electron would pay to enter that shell.

Q: But a transfer is a removal followed by an addition. Why can I not use $\varepsilon_d-\varepsilon_s$?

A: Let us follow the electron. In 3d¹4s² we have $p=1$ and $q=2$, so

$$\varepsilon_d=h_d+2J_{sd},\qquad \varepsilon_s=h_s+J_{ss}+J_{sd}.$$

There is no $J_{dd}$ in $\varepsilon_d$, because a single 3d electron has no partner in its shell. Now remove a 4s electron, at a cost of $-\varepsilon_s$. The ion 3d¹4s¹ is left. An electron entering 3d meets one 3d electron and one 4s electron, so its energy there is

$$h_d+J_{dd}+J_{sd}=(\varepsilon_d-2J_{sd})+J_{dd}+J_{sd}=\varepsilon_d+J_{dd}-J_{sd}.$$

The whole transfer therefore costs

$$\Delta E=E(2,1)-E(1,2)=\varepsilon_d-\varepsilon_s+J_{dd}-J_{sd}.$$

Your estimate omits $J_{dd}-J_{sd}$. The existing 3d electron is repelled by two 4s electrons. The newcomer is repelled by one 4s electron and one 3d electron.

Q: I have heard a shorter reason: 3d-3d repulsion exceeds 4s-4s repulsion. Your formula has $J_{sd}$ where I expected $J_{ss}$.

A: Both appear, depending on what you take as the starting point. Insert the two orbital energies:

$$\varepsilon_d-\varepsilon_s=h_d-h_s+2J_{sd}-J_{ss}-J_{sd}=h_d-h_s+J_{sd}-J_{ss}.$$

Adding $J_{dd}-J_{sd}$ cancels $J_{sd}$:

$$\Delta E=h_d-h_s+J_{dd}-J_{ss}.$$

This also follows from counting pairs. Before the transfer there are one ss pair and two sd pairs; afterwards there are one dd pair and two sd pairs. One ss pair has been exchanged for one dd pair.

The short reason is incomplete, however. If $h_d<h_s$, the electron gains one-electron energy by moving to 3d. At frozen orbitals the condition for keeping 4s² against this transfer is

$$J_{dd}-J_{ss}>h_s-h_d,$$

or, in terms of the orbital energies of 3d¹4s²,

$$J_{dd}-J_{sd}>\varepsilon_s-\varepsilon_d.$$

It is not enough that $J_{dd}$ is larger than $J_{ss}$. It must be larger by more than the one-electron gain.

Q: Before I accept numbers for these $J$'s, how do you get them? Electrons of parallel spin also have exchange.

A: Exchange is included. Let $u_a(r)$ be $r$ times the radial function of orbital $a$, and write $r_<$ and $r_>$ for the smaller and larger of $r$ and $r'$. The radial integrals are

$$F^k(a,b)=\iint u_a^2(r)\,u_b^2(r')\,\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',$$

and $G^k(a,b)$, in which $u_a(r)u_b(r)\,u_a(r')u_b(r')$ replaces the product of squares. They come from expanding the Coulomb interaction in Legendre polynomials of the angle $\gamma$ between the two position vectors:

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma).$$

The two 4s electrons have opposite spins, hence no exchange, and their clouds are spherical. So $J_{ss}=F^0(ss)$.

For an s-d pair, the direct part is $F^0(sd)$, since the s cloud is spherical. The exchange part contains the product of an s and a d angular function, which is $Y_{2m}/\sqrt{4\pi}$. It therefore picks out $k=2$. As $P_2(\cos\gamma)=\frac{4\pi}{5}\sum_m Y_{2m}Y_{2m}^*$, the exchange integral is $\frac{4\pi}{5}\cdot\frac1{4\pi}G^2=G^2/5$. It acts for parallel spins, which are half of all s-d pairs:

$$J_{sd}=F^0(sd)-\tfrac1{10}G^2(sd).$$

Q: And the d-d pair?

A: Take one 3d spin-orbital and sum its interaction with the full shell of ten. The term with itself does no harm, because direct and exchange parts cancel there. The full shell is spherical, so the direct sum is $10F^0$. Exchange involves the five orbitals of the same spin. Their sum is

$$\sum_{m'}Y_{2m'}(1)Y_{2m'}^*(2)=\frac5{4\pi}P_2(\cos\gamma).$$

The result is the same for each starting $m$, by rotational symmetry of the full shell, so I may average over $m$. That supplies another factor $P_2(\cos\gamma)/(4\pi)$. The exchange sum is then $5\sum_k F^k\langle P_2^2P_k\rangle$, where the brackets denote an average over the sphere. From

$$P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4,\qquad \langle P_k^2\rangle=\frac1{2k+1},$$

the averages for $k=0,2,4$ are $\frac15$, $\frac2{35}$ and $\frac2{35}$. The exchange sum is $F^0+\frac27(F^2+F^4)$. Subtract it from $10F^0$ and divide by the nine real partners:

$$J_{dd}=F^0(dd)-\tfrac2{63}\left[F^2(dd)+F^4(dd)\right].$$

Q: Now put in scandium.

A: The integrals from the converged 3d¹4s² orbitals give

$$J_{ss}=0.2284,$$

$$J_{sd}=0.2858-\tfrac1{10}(0.0439)=0.2814,$$

$$J_{dd}=0.5549-\tfrac2{63}(0.2522+0.1561)\approx0.5420.$$

The one-electron energies are $h_d=-0.9065$ and $h_s=-0.7199$. So 3d is favoured by 0.1866 before the outer electrons repel each other. The balance is

$$\Delta E=-0.1866+(0.5420-0.2284)\approx0.127\ \text{hartree}.$$

The other form gives the same: $-0.1336+0.2606\approx0.127$. In electronvolts it is 3.45 eV. The move down to the lower level raises the total energy.

I did not rely on the pair formulas alone. The numerical check computes the average energies again from explicit determinants with three-dimensional integrals, and they agree with both forms of the transfer formula.

Q: Why is $J_{dd}$ more than twice $J_{ss}$?

A: The 3d orbital is much more compact. Its mean radius is 1.68 bohr, against 3.96 bohr for 4s. If you shrink a charge cloud by some factor without changing its shape, all distances within it shrink by that factor, and its Coulomb repulsion grows by the same factor. The radii have a ratio of 2.36, and $F^0(dd)/F^0(ss)$ is 2.43. The two clouds differ in shape, so scaling is only a rough guide, but it accounts for the size of the effect.

Q: What if both 4s electrons move? You would then have the 3d³ that I asked about.

A: Use the same energy expression. The configuration 3d³ has three dd pairs, while 3d¹4s² has one ss pair and two sd pairs:

$$E(3,0)-E(1,2)=2(h_d-h_s)+3J_{dd}-J_{ss}-2J_{sd}.$$

The numbers are $-0.3732+1.6260-0.2284-0.5628\approx0.46$ hartree. The one-electron gain doubles, but there are now three dd pairs to pay for. This is a frozen-orbital estimate. With relaxed orbitals the cost falls to about 0.20 hartree for the average of 3d³ and 0.16 hartree for its high-spin term ⁴F, so it stays positive.

Q: That word "frozen" worries me. Surely the orbitals change after a transfer. Could that reverse your answer?

A: It could, so it has to be calculated. Optimizing the orbitals for the new configuration can lower its energy but not raise it, as the frozen orbitals are among the trial choices. For the average of 3d²4s¹, the cost falls from 0.127 to 0.072 hartree, or 1.97 eV. It is still positive.

There is a stricter comparison. The average of 3d²4s¹ mixes terms of different energy, whereas 3d¹4s² has the single term ²D. So I also computed the quartet term ⁴F of 3d²4s¹, in which the three outer electrons have parallel spins. It lies below the average. Its frozen cost is 0.087 hartree and its relaxed cost is 0.037 hartree, or 1.00 eV. Scandium keeps 4s² in this comparison too, though by much less than the first estimate suggested.

Q: After the transfer, has the 3d level at least risen above 4s? That would rescue some of my picture.

A: It rises, but not above 4s. In the relaxed average of 3d²4s¹ I find

$$\varepsilon_{3d}=-0.1921,\qquad \varepsilon_{4s}=-0.1859\ \text{hartree}.$$

The 3d level has gone up by about 0.15 hartree, and it is still slightly the lower of the two. So 3d lies below 4s in both configurations, and yet the one with more 3d electrons has the higher energy. Reading the occupation from the level order fails here whichever of the two configurations you start from.

Q: Then let me try the other familiar fact. When scandium is ionized, 4s goes first. I used to find that odd, since 4s was also filled first.

A: With the Hartree-Fock order there is nothing odd about it. At frozen orbitals the removal cost is minus the orbital energy: 0.210 hartree for 4s and 0.344 for 3d. If the ion's orbitals are allowed to relax, the costs become 0.202 and 0.274, using the average energy of each ion configuration. Relaxation helps the removal of 3d more, but 4s remains the easier electron to remove.

The two questions are different. Ionization asks which electron leaves most cheaply, and the levels answer that here. The ground configuration asks how a fixed number of electrons should be shared between the shells, and that involves the repulsion in the shell they would enter.

Q: Suppose I build scandium by adding electrons to a bare Sc³⁺ core. Which orbital is occupied first?

A: It is 3d. In Sc²⁺ there is one outer electron and so no outer repulsion. The relaxed energy with the electron in 3d is 0.112 hartree below that with it in 4s.

For the second electron I compared three configurations of Sc⁺, each as an average. The lowest is 3d¹4s¹. The configuration 3d² lies 0.051 hartree higher, and 4s² lies 0.072 higher. So the second electron goes into 4s, although the first preferred 3d. The third then gives 3d¹4s², which we have just found to lie below 3d²4s¹. For this nucleus the sequence is 3d¹, 3d¹4s¹, 3d¹4s².

Q: So where does "4s before 3d" come from? It cannot be pure invention.

A: It is correct for potassium. There, too, a single electron lies outside the argon-like core, so outer repulsion plays no part. The relaxed energy of 3d¹ is about 0.09 hartree above that of 4s¹. Compare this with Sc²⁺, which has the same number of electrons but two more protons: there 3d is the lower by 0.112. The order of the one-electron energies has reversed between the two nuclear charges.

The mistake is to carry potassium's order over to scandium. Going along the periodic table changes the nucleus at each step. It is not the same as adding electrons to one nucleus.

Q: Is scandium a special case, or does 3d lie below 4s in the other transition atoms of this row?

A: I checked all the atoms from scandium to zinc in their ground configurations, and 3d is lower in each. In titanium the energies are $-0.406$ for 3d and $-0.222$ for 4s. In zinc they are $-0.782$ ($-0.783$ at the basis-set limit) and $-0.293$. These values come from configuration averages; for chromium I used the high-spin term ⁷S. The statement concerns neutral atoms at the Hartree-Fock level, in these configurations.

Q: Then the repulsion argument should give 4s² everywhere. But chromium is 3d⁵4s¹.

A: That is a good test of the short reason. Start from the term ⁵D of 3d⁴4s², in which the four 3d electrons have parallel spins. For parallel spins the d-d repulsion follows from our earlier sums: five orbitals give a direct part $5F^0$, the exchange sum is unchanged, and there are four partners. Thus

$$J_{dd}^{\parallel}=\tfrac14\left[5F^0-F^0-\tfrac27(F^2+F^4)\right]=F^0-\tfrac1{14}(F^2+F^4).$$

Its value in chromium is 0.720 hartree, while $J_{ss}$ is 0.259. So d-d repulsion exceeds s-s repulsion by a wide margin, and still 4s² is not kept.

Q: Does your full condition do better?

A: Let us see. Move the 4s electron whose spin is opposite to the 3d spins into the empty fifth 3d orbital, and turn its spin so that all six are parallel. This is the ⁷S term. The electron that leaves 4s had repulsion $J_{ss}+4F^0(sd)$, without exchange with 3d. In its new place it has $4J_{dd}^{\parallel}+F^0(sd)-\frac15G^2(sd)$. Therefore

$$\Delta E=h_d-h_s+4J_{dd}^{\parallel}-J_{ss}-3F^0(sd)-\tfrac15G^2(sd).$$

Five parallel 3d electrons each have repulsion $4J_{dd}^{\parallel}$ with the others, so their ten pairs total $10J_{dd}^{\parallel}$. Removing any one leaves $6J_{dd}^{\parallel}$ among four electrons, which is $2\times6/4=3J_{dd}^{\parallel}$ per electron on average. The orbital energies in ⁵D, with 3d averaged over its four occupied orbitals and 4s over its two spins, are therefore

$$\varepsilon_d=h_d+3J_{dd}^{\parallel}+2F^0(sd)-\tfrac15G^2(sd),$$

$$\varepsilon_s=h_s+J_{ss}+4F^0(sd)-\tfrac25G^2(sd).$$

Subtract $\varepsilon_d-\varepsilon_s$ from $\Delta E$. The $h$ terms and $J_{ss}$ cancel, one $J_{dd}^{\parallel}$ is left, the $F^0$ terms give $-3+2=-1$, and the $G^2$ terms give $-\frac15+\frac15-\frac25=-\frac25$. So

$$\Delta E=\varepsilon_d-\varepsilon_s+J_{dd}^{\parallel}-F^0(sd)-\tfrac25G^2(sd).$$

With the chromium values,

$$\Delta E=-0.5692+0.2397+0.7203-0.3320-\tfrac25(0.0342)\approx+0.045\ \text{hartree}.$$

Q: That is positive. It predicts 4s², which is wrong!

A: Yes, at frozen orbitals it does. When each term is given its own optimized orbitals, ⁷S comes out 0.047 hartree below ⁵D, or 1.27 eV. Relaxation has changed the result by about 0.092 hartree and reversed its sign. The frozen balance identifies the competing terms, but a positive frozen cost settles the comparison only if it is larger than the energy gained by relaxation. That gain is 0.092 hartree here against a frozen cost of 0.045, and 0.050 for the ⁴F term of scandium against a frozen cost of 0.087. In scandium the sign survives relaxation; in chromium it does not.

Q: Then how should I now answer someone who asks why scandium is 3d¹4s², if 3d is lower?

A: Say that the lone 3d electron has a low level partly because no other electron shares its compact shell. A second one would have to pay the d-d repulsion in place of an s-d repulsion, and in scandium the excess $J_{dd}-J_{sd}$ is larger than the gap $\varepsilon_s-\varepsilon_d$ that the descent from 4s to 3d returns. Then add that this was checked with relaxed orbitals, because chromium shows that the frozen argument can fail.

## Computed values

```
Sc 3d1 4s2 total energy: -759.7313 hartree
Sc same energy from explicit determinants: -759.7313 hartree
Sc virial ratio V/T: -2.000013 (no unit)
Sc eps(3d): -0.3438 hartree
Sc eps(4s): -0.2101 hartree
Sc eps(3d) - eps(4s): -0.1336 hartree
Sc mean radius 3d: 1.675 bohr
Sc mean radius 4s: 3.960 bohr
Sc F0(4s,4s): 0.2284 hartree
Sc F0(4s,3d): 0.2858 hartree
Sc G2(4s,3d): 0.0439 hartree
Sc F0(3d,3d): 0.5549 hartree
Sc F2(3d,3d): 0.2522 hartree
Sc F4(3d,3d): 0.1561 hartree
Sc J_ss: 0.2284 hartree
Sc J_sd: 0.2814 hartree
Sc J_dd: 0.5420 hartree
Sc h_d: -0.9065 hartree
Sc h_s: -0.7199 hartree
Sc h_s - h_d: 0.1866 hartree
Sc J_dd - J_ss: 0.3135 hartree
Sc J_dd - J_sd: 0.2606 hartree
Sc frozen transfer to 3d2 4s1 average, formula: 0.1269 hartree
Sc frozen transfer, explicit determinants: 0.1269 hartree
Sc frozen transfer: 3.45 eV
Sc relaxed transfer, average: 0.0724 hartree
Sc relaxed transfer, average: 1.97 eV
Sc frozen transfer to 4F term: 0.0867 hartree
Sc relaxed transfer to 4F term: 0.0369 hartree
Sc relaxed transfer to 4F term: 1.00 eV
Sc eps(3d) in relaxed 3d2 4s1 average: -0.1921 hartree
Sc eps(4s) in relaxed 3d2 4s1 average: -0.1859 hartree
Sc relaxed cost of removing 4s: 0.2017 hartree
Sc relaxed cost of removing 3d: 0.2737 hartree
Sc+ E(3d2) - E(3d4s), averages: 0.0514 hartree
Sc+ E(4s2) - E(3d4s), averages: 0.0719 hartree
Sc2+ E(4s) - E(3d): 0.1116 hartree
K E(3d1) - E(4s1): 0.0898 hartree
Cr 3d4 4s2 5D eps(3d): -0.5692 hartree
Cr 3d4 4s2 5D eps(4s): -0.2397 hartree
Cr 5D J_dd for parallel spins: 0.7203 hartree
Cr 5D J_ss: 0.2592 hartree
Cr 5D F0(4s,3d): 0.3320 hartree
Cr 5D G2(4s,3d): 0.0342 hartree
Cr frozen transfer 5D to 7S: 0.0451 hartree
Cr relaxed E(7S) - E(5D): -0.0466 hartree
Cr relaxed E(7S) - E(5D): -1.27 eV
Row: eps(3d), eps(4s) in hartree (Cr: 7S term; others: averages)
Sc 3d1 4s2: -0.3438, -0.2101; Ti 3d2 4s2: -0.4058, -0.2219
V 3d3 4s2: -0.4612, -0.2324; Cr 3d5 4s1: -0.3736, -0.2221
Mn 3d5 4s2: -0.5612, -0.2514; Fe 3d6 4s2: -0.6078, -0.2601
Co 3d7 4s2: -0.6530, -0.2686; Ni 3d8 4s2: -0.6970, -0.2768
Cu 3d10 4s1: -0.4912, -0.2385; Zn 3d10 4s2: -0.7824, -0.2925
```
